# Why cancelled cubic transconductance still leaves intermodulation through source inductance

In calculating the linearity of an amplifier with two parallel transistors, one must decide whether the auxiliary bias can be chosen from the transistor curves alone. If it can, one finds the bias at which the two cubic coefficients cancel, and the source inductance does not affect that choice. If it cannot, the circuit impedances at the second harmonic and at the difference frequency must enter the calculation before the bias is chosen. The second course is needed when quadratic currents, fed back through the source inductance at those frequencies, produce distortion that is not negligible at the required linearity.

## The circuit and its conventions

The transistors have different DC gate biases but share the same small-signal gate-source voltage $v$. Their total signal current is

$$i=g_1v+g_2v^2+g_3v^3+\cdots,$$

where each coefficient is the sum over both devices. Cancelling third-order transconductance means $g_3=0$; it says nothing about $g_2$.

The source voltage $V_s$ drives the gate through a resistance $R$. The gate-source capacitance $C$ is taken as linear, and an inductance $L$ joins the common source to ground. There is no feedback from the drain. The signals are weak enough for an expansion to third order.

For a time dependence $e^{st}$ the gate current is $sCv$. The source inductor carries this current plus the channel current, so the voltages around the gate loop give

$$V_s=R\,sCv+v+sL(sCv+i).$$

With $a(s)=1+sCR+s^2LC$ this is

$$a(s)v+sL\,i=V_s.$$

The term $sL\,i$ is the shared path: any channel current, whatever its order, changes the voltage that controls the channel.

At first order $i=g_1v_1$, and therefore

$$v_1=\frac{V_s}{D(s)},\qquad D(s)=a(s)+sLg_1.$$

Now suppose that nonlinearity generates an extra channel current $J$ at a frequency where the source supplies no voltage. The channel also responds linearly, so $i=g_1v+J$ and $Dv+sLJ=0$. Hence

$$v=-T(s)J,\qquad T(s)=\frac{sL}{D(s)}.$$

$T$ has the unit of resistance. The minus sign arises because current through $L$ raises the source potential and so lowers $v$.

## Contribution 1: direct cubic mixing

Write the two tones at the gate as

$$v_1(t)=\tfrac12\left(V_1e^{j\omega_1t}+V_2e^{j\omega_2t}+\text{c.c.}\right).$$

A phasor $X$ thus stands for $\mathrm{Re}(Xe^{j\omega t})$. In $v_1^3$, the frequency $\omega_m=2\omega_1-\omega_2$ needs two factors of $V_1$ and one of $V_2^*$. These can be ordered in three ways. The exponential has coefficient $3V_1^2V_2^*/8$, and its phasor is twice that. The direct contribution is

$$N_3=\tfrac34g_3V_1^2V_2^*.$$

This is the contribution that the auxiliary transistor can cancel.

## Contribution 2: return at the second harmonic

In $v_1^2$, the coefficient of $e^{2j\omega_1t}$ is $V_1^2/4$, so the phasor is $V_1^2/2$. The quadratic current there is $g_2V_1^2/2$, and the inductor returns the gate voltage

$$V_{2\omega_1}=-\tfrac12T(2j\omega_1)g_2V_1^2.$$

This voltage meets the original tones in the same quadratic term. Expanding $g_2(v_1+v_2)^2$ gives the third-order part $2g_2v_1v_2$. The product of phasors $X$ and $Y$ has phasor $XY/2$ at the sum of their frequencies. Here the second tone enters at $-\omega_2$, with phasor $V_2^*$, so

$$N_{2\omega}=2g_2\cdot\tfrac12V_{2\omega_1}V_2^*
=-\tfrac12g_2^2T(2j\omega_1)V_1^2V_2^*.$$

Two quadratic operations with a linear return between them have produced a cubic result.

## Contribution 3: return at the difference frequency

The same square contains $e^{j(\omega_1-\omega_2)t}$ with coefficient $2V_1V_2^*/4$, hence phasor $V_1V_2^*$. The returned voltage is $-T(j(\omega_1-\omega_2))g_2V_1V_2^*$. Mixing it with $V_1$ gives

$$N_\Delta=-g_2^2T(j(\omega_1-\omega_2))V_1^2V_2^*.$$

Taking out the common factor $\tfrac34V_1^2V_2^*$ turns the sum of the three contributions into

$$N=\tfrac34V_1^2V_2^*E,$$

$$E=g_3-\tfrac23g_2^2\left[2T(j(\omega_1-\omega_2))+T(2j\omega_1)\right].$$

Setting $g_3=0$ removes the first term and leaves the bracket untouched.

The third-order current also passes through $L$. It produces $v_3=-T(j\omega_m)N$, so the total third-order channel current is

$$I_3=g_1v_3+N=[1-g_1T(j\omega_m)]N=\frac{a(j\omega_m)}{D(j\omega_m)}N.$$

The last form follows from $D-sLg_1=a$. This factor rescales all three contributions together and cannot change their balance.

## Why bias cannot generally remove the return

For a real frequency $\Omega$, dividing $D$ by $j\Omega L$ gives

$$\frac1{T(j\Omega)}=g_1+\frac{RC}{L}-j\frac{1-\Omega^2LC}{\Omega L}.$$

The real part comes from the channel and the drive resistance. The imaginary part vanishes only at $\Omega^2LC=1$. Elsewhere $T$ is complex, whereas $g_3$ is real for a current that follows the gate voltage without delay. A bias change can use $g_3$ to cancel the real part of the returned contribution. It cannot use $g_3$ to cancel the part in quadrature. Complete cancellation at nonzero $g_2$ requires the bracket in $E$ to be real and $g_3$ to equal $\tfrac23g_2^2$ times that bracket.

Two limits show the range of behaviour. If $\Omega Lg_1$, $\Omega CR$ and $\Omega^2LC$ are all small at both second-order frequencies, then $T(j\Omega)\approx j\Omega L$. The bracket becomes $2j(\omega_1-\omega_2)L+2j\omega_1L=2j\omega_mL$, and

$$E\approx g_3-\tfrac43j\omega_mLg_2^2.$$

To this order the residue is entirely in quadrature with $g_3$, and $g_3=0$ is the best value at fixed $g_2$.

In the opposite limit, $\Omega Lg_1\gg|a|$ at the second harmonic, $T(2j\omega_1)\approx1/g_1$. If the tones are so close that the difference-frequency term is negligible,

$$E\approx g_3-\frac{2g_2^2}{3g_1}.$$

The residue is now real, and a positive $g_3$ can cancel it. Even here, $g_3=0$ is the wrong target.

## Why the quadratic terms add

Whether $g_2$ survives depends on the transistor law. For gate width $W$ and gate voltage $V$ measured from threshold, take

$$I=WK\frac{u^2}{1+\theta u},\qquad u=n\ln(1+e^{V/n}).$$

Here $K$ sets the current, $\theta$ describes gain compression and $n$ smooths the threshold. Put $f(u)=u^2/(1+\theta u)$. Then

$$f'=\frac{2u+\theta u^2}{(1+\theta u)^2},\quad
f''=\frac2{(1+\theta u)^3},\quad
f'''=-\frac{6\theta}{(1+\theta u)^4}.$$

The second derivative of the current is $WK[f''(u')^2+f'u'']$. Since $u$ is convex in $V$, both terms are positive, so $g_2>0$ at every bias of this law.

The cubic coefficient can change sign. Well above threshold $u'\approx1$, and $g_3\approx WKf'''/6$ is negative. Well below threshold $u\approx ne^{V/n}$, so $I\approx WKn^2e^{2V/n}$ and all its derivatives are positive. One device above threshold and one below can therefore cancel in $g_3$ while adding in $g_2$. A device whose transconductance falls at high current can have negative $g_2$. If the totals $g_2$ and $g_3$ are both brought to zero, the third-order residue derived here vanishes.

## Weighing the contributions in a GaN driver

Consider a wideband driver with tones at $f_1=2.0$ GHz and $f_2=2.1$ GHz. The main and auxiliary gate widths are 0.4 and 0.1 mm. The law has $K=0.3$ A/V²/mm and $\theta=0.5$ V⁻¹. With ideality factor 1.8 at 300 K, $n=2(1.8)k_BT_{\rm dev}/q=93$ mV, where $T_{\rm dev}$ is the device temperature. The circuit has $R=10$ ohm, $C=0.50$ pF and $L=0.30$ nH.

The main device is held 1 V above threshold. Numerical root finding places the auxiliary device 130.5 mV below threshold for $g_3=0$. A second solution, about 130 mV above threshold, leaves a larger residue and is not used. Differentiating the law gives:

| Coefficient | Main | Auxiliary | Sum |
|---|---:|---:|---:|
| $g_1$ (mS) | 133.3 | 0.24 | 133.6 |
| $g_2$ (mA/V²) | 35.57 | 2.16 | 37.73 |
| $g_3$ (mA/V³) | −11.90 | 11.90 | 0 |

The auxiliary device carries 0.012 mA against 80 mA in the main device. It cancels the cubic term while adding 6% to the main device's quadratic term.

At $2f_1$, $T=4.06+3.25j$ ohm. At $f_1-f_2$ it is $0.005-0.188j$ ohm, close to $j(\omega_1-\omega_2)L$. The common prefactor is

$$\tfrac23g_2^2=\tfrac23(0.03773)^2=9.49\times10^{-4}\ \mathrm{A^2/V^4}.$$

The second-harmonic route therefore contributes $-3.86-3.08j$ mA/V³ to $E$, and the difference-frequency route $-0.01+0.36j$ mA/V³. Their sum is

$$E=-3.87-2.72j\ \mathrm{mA/V^3},\qquad |E|=4.73\ \mathrm{mA/V^3}.$$

The second harmonic dominates at this tone spacing. The difference-frequency term slightly reduces the lower sideband's residue. For the upper sideband, at $2f_2-f_1$, the difference frequency changes sign, and $E=-4.04-3.39j$ mA/V³. The two sidebands are unequal even though the tones have equal source amplitudes.

With the auxiliary device off and the circuit unchanged, $E=-15.33-2.43j$ mA/V³. The direct term supplies $-11.90$ of the real part and the return supplies the rest. Cancelling $g_3$ thus reduces $|E|$ from 15.5 to 4.73 mA/V³, a factor of 3.3. The cancellation is useful, but the source inductance limits it.

For equal source amplitudes $A$, the fundamental current is $g_1A/|D(j\omega_1)|$ and the intermodulation current is $\kappa A^3$, with

$$\kappa=\frac{3|a(j\omega_m)||E|}{4|D(j\omega_1)|^2|D(j\omega_2)||D(j\omega_m)|}.$$

Extrapolating both laws to equal currents gives $A^2=g_1/(\kappa|D(j\omega_1)|)$. The available source power is $A^2/(8R)$. With $\kappa=2.14$ mA/V³ and $1/|D(j\omega_1)|=0.886$, $A^2=55$ V² and the power is 0.69 W, or 28.4 dBm per tone. The main device alone gives 23.2 dBm. These intercepts compare weak-signal coefficients; they are not usable drive levels. With the full current law and linear gate capacitance, the auxiliary device still lowers the lower-sideband current by a factor of 3.6 at 200 mV per tone, but only by 2.4 at 300 mV, or 0.5 dBm. For the upper sideband the factors are 3.1 and 2.2.

## Separating cause from coincidence

The role of the shared path can be isolated by solving the circuit equation in time with the full transistor law. A fourth-order Runge–Kutta integration was used, with $A=2$ mV, and the sideband was read from the Fourier components of the current.

Moving the 0.30 nH from the source lead to the gate lead keeps the same inductance in the gate loop but takes channel current out of it. At the same source drive, the lower-sideband amplitude falls to $5\times10^{-4}$ of its former value. With the inductor left in the source and only $g_2v^2$ subtracted from the current, it falls to $2\times10^{-4}$. The third-order theory gives zero in both cases. The residue therefore needs both the quadratic current and its return through the source lead.

The gate termination matters too. If the drive resistance is 1 kilohm at $2f_1$, $|T(2j\omega_1)|$ drops from 5.20 to 0.55 ohm. Little gate current can then flow at that frequency, so the gate potential nearly follows the source potential and $v$ changes little. This suppresses the second-harmonic route. At the 100 MHz difference frequency, $T$ stays close to $j\Omega L$ for drive resistances up to tens of ohms, so the termination there has little effect in this example.

## What a better bias can achieve

The auxiliary bias was swept from 400 mV below to 300 mV above threshold in steps of 0.5 mV, with the main bias and circuit fixed. For the lower sideband, $|E|$ is smallest at 108.5 mV below threshold. There $g_3=3.99$ mA/V³ and

$$E=-0.06-2.85j\ \mathrm{mA/V^3}.$$

The bias has almost removed the real part, as the phase argument predicts. The remaining magnitude, 2.86 mA/V³, is 40% below the value at $g_3=0$. The real part is not quite zero at the minimum because raising the auxiliary bias also increases the quadrature part. The upper sideband has a different $E$, so its optimum would need a separate sweep.

## How far the model reaches

The widths, capacitances and current law are rough choices in the range of GaN transistors, not a fit to a particular device. Adding 0.05 pF between gate and drain, 3 mS output conductance and a 50 ohm load to the linear feedback changes $|E|$ from 4.73 to 4.55 mA/V³. Real gate charge is also nonlinear. Near threshold it can be estimated as auxiliary current times a diffusion time $\ell^2/(2D_n)$. For gate length $\ell=0.15$ µm and mobility 1500 cm²/Vs, with $D_n$ from the Einstein relation, this time is 2.9 ps. Including the nonlinear part of that charge in the time integration changes the complex sideband amplitude by 13% of its original magnitude. The change is nearly proportional to this time, which is uncertain. In a charge-sheet model below threshold the time equals $c/(4K\eta k_BT_{\rm dev}/q)$, with $c$ the channel capacitance per width and $\eta$ the ideality factor, so 2.9 ps corresponds to only 0.16 pF/mm at the $K$ used here. A 20 nm barrier of relative permittivity 9 gives 0.6 pF/mm, a time of 10.7 ps and a change of 48%. The estimates below use 2.9 ps.

The size of the effect also depends on the drive impedance. A cubic charge current $\omega\tau g_3^{\rm aux}v^3$, with $\tau$ the diffusion time, passes through a gate impedance $|Z|$ and returns as channel current. The loop multiplies this returned current by $1/D$ and the direct cubic current by $a/D$, with any gate inductance included in $a$ and $D$. In the output, their ratio is therefore about $\omega\tau g_1|Z|/|a|$. This is 0.05 for 10 ohm, where $|a|$ is close to 1. If $|Z|=1/(\omega C)$ it is $0.8/|a|$, and $|a|$ is small at input resonance. In a resonant input, nonlinear charge must therefore be included when choosing the bias.

Heating moves the cancellation. At 20 V drain bias and a rough thermal resistance of 30 K/W, 80 mA would raise the temperature by 48 K if the current did not fall with heating. Let $n$ scale with temperature and $K$ with its power $-3/2$, at fixed threshold. The old bias then gives $g_3=0.75$ mA/V³. Retrimming to $g_3=0$ leaves $|E|=3.47$ mA/V³. Letting the current fall with $K$ lowers the temperature rise to 40 K, and the two values become 0.70 and 3.65 mA/V³. In both cases the residue is smaller than at 300 K because $g_2$ falls with $K$, although the accompanying fall in $g_1$ increases $|T|$. The fundamental falls with $g_1$ as well, so the retrimmed intercept is 28.2 dBm in both cases, slightly below the 28.4 dBm at 300 K. Threshold shifts, charge trapping and nonlinear output conductance remain outside these estimates and can change both the bias and the residue.
